**Scherrer size under Gaussian and Lorentzian peak shapes**

For an observed width B = 0.5° and an instrumental width b = 0.3° (both FWHM in 2θ), the all-Lorentzian analysis gives twice the Scherrer size L = Kλ/(β cos θ) of the all-Gaussian one. Here β is the sample width in radians, K the shape factor, λ the wavelength and θ the Bragg angle, with K, λ and θ the same in both analyses. The program asserts that direct numerical convolution recovers the sample widths 0.4° (Gaussian) and 0.2° (Lorentzian), and that a second pair of widths follows the general ratio √((B + b)/(B − b)). It also asserts the Scherrer equation against explicit sums over lattice planes, the mixed Gaussian–Lorentzian case against the Voigt function, and the strain and stacking-fault widths against Bragg's law and a correlation sum. For the (111) peak of nickel with rough inputs, the output shows sizes of 21.5 nm and 42.9 nm, and 27.5 nm for a Gaussian instrument with a Lorentzian sample. Removing the broadening from a rough microstrain of 0.001 raises the ratio from 2 to 3.66, so the doubling depends on negligible strain.

## Verification by program

```python
"""
Result under test: for observed FWHM B = 0.5 deg and instrumental FWHM
b = 0.3 deg (2theta scale), the Scherrer size L = K*lambda/(beta*cos(theta))
inferred with all-Lorentzian profiles (beta = B - b) is twice the size inferred
with all-Gaussian profiles (beta = sqrt(B^2 - b^2)).
beta: sample FWHM in radians; K: shape factor; lambda: wavelength;
theta: Bragg angle. Same K, wavelength, angle and width measure in both cases.
Example: Ni (111), rough inputs. Lengths in nm, profile widths in degrees.
"""
import numpy as np
from scipy.constants import degree, pi
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import voigt_profile


def gaussian(x, width):
    return np.exp(-4 * np.log(2) * (x / width) ** 2)


def lorentzian(x, width):
    return 1 / (1 + 4 * (x / width) ** 2)


grid = np.linspace(-40, 40, 20001)


def convolved_fwhm(sample, w_sample, instrument, w_instrument):
    """FWHM of the directly summed convolution of two even profiles."""
    fixed = sample(grid, w_sample)

    def value(x):
        return np.sum(fixed * instrument(x - grid, w_instrument))

    half = value(0.0) / 2
    return 2 * brentq(lambda x: value(x) - half, 0, w_sample + w_instrument)


def recovered_width(sample, instrument, observed, instrumental):
    """Sample FWHM that reproduces the observed FWHM after convolution."""
    return brentq(lambda w: convolved_fwhm(sample, w, instrument, instrumental)
                  - observed, 0.05, observed)


# Inputs
B, b = 0.5, 0.3
K = 0.9
wavelength = 0.154
lattice = 0.352
strain = 0.001
fault_probability = 0.005
doublet_separation = 0.0004

# Widths and sizes from the derived formulas
beta_gauss = np.sqrt(B**2 - b**2)
beta_lorentz = B - b
spacing = lattice / np.sqrt(3)
theta = np.arcsin(wavelength / (2 * spacing))


def scherrer(width_deg):
    return K * wavelength / (width_deg * degree * np.cos(theta))


size_gauss, size_lorentz = scherrer(beta_gauss), scherrer(beta_lorentz)
ratio = size_lorentz / size_gauss

# Width subtraction rules against direct convolution
num_gauss = recovered_width(gaussian, gaussian, B, b)
num_lorentz = recovered_width(lorentzian, lorentzian, B, b)
assert abs(num_gauss - beta_gauss) < 1e-5
assert abs(num_lorentz - beta_lorentz) < 1e-5
assert abs(num_gauss / num_lorentz - 2) < 1e-4
assert abs(ratio - 2) < 1e-12

# General ratio formula on a second pair of widths
B2, b2 = 0.6, 0.3
num_ratio2 = (recovered_width(gaussian, gaussian, B2, b2)
              / recovered_width(lorentzian, lorentzian, B2, b2))
ratio2 = np.sqrt((B2 + b2) / (B2 - b2))
assert abs(num_ratio2 - ratio2) < 1e-4

# Gaussian instrument with Lorentzian sample, checked with the Voigt function
beta_mixed = recovered_width(lorentzian, gaussian, B, b)
sigma = b / (2 * np.sqrt(2 * np.log(2)))
voigt_half = (voigt_profile(B / 2, sigma, beta_mixed / 2)
              / voigt_profile(0.0, sigma, beta_mixed / 2))
assert abs(voigt_half - 0.5) < 1e-5
size_mixed = scherrer(beta_mixed)
assert size_gauss < size_mixed < size_lorentz


# Scherrer equation against the explicit sum over N lattice planes
def stack_fwhm(number):
    planes = np.arange(number)

    def excess(two_theta):
        q = 4 * pi * np.sin(two_theta / 2) / wavelength
        return abs(np.exp(1j * q * spacing * planes).sum() / number)**2 - 0.5

    reach = wavelength / (number * spacing * np.cos(theta))
    return (brentq(excess, 2 * theta, 2 * theta + reach)
            - brentq(excess, 2 * theta - reach, 2 * theta))


half_argument = brentq(lambda u: (np.sin(u) / u)**2 - 0.5, 1, 2)
K_slab = 2 * half_argument / pi
stack_K = []
for number in (100, 200):
    stack_K.append(stack_fwhm(number) * number * spacing
                   * np.cos(theta) / wavelength)
    assert abs(stack_K[-1] - K_slab) < 1e-3

# Conversion from FWHM to integral breadth, by quadrature of unit-height peaks
breadth_gauss = quad(gaussian, -np.inf, np.inf, args=(1.0,))[0]
breadth_lorentz = quad(lorentzian, -np.inf, np.inf, args=(1.0,))[0]
assert abs(breadth_gauss - np.sqrt(pi / (4 * np.log(2)))) < 1e-7
assert abs(breadth_lorentz - pi / 2) < 1e-7
breadth_ratio = ratio * breadth_gauss / breadth_lorentz

# Strain spread: derived formula against Bragg's law
strain_width = 4 * strain * np.tan(theta) / degree
bragg_spread = 2 * (np.arcsin(wavelength / (2 * spacing * (1 - strain)))
                    - np.arcsin(wavelength / (2 * spacing * (1 + strain))))
assert abs(bragg_spread / degree / strain_width - 1) < 1e-3


def sizes_after_removal(extra):
    return (scherrer(np.sqrt(beta_gauss**2 - extra**2)),
            scherrer(beta_lorentz - extra))


strain_gauss, strain_lorentz = sizes_after_removal(strain_width)

# Fault phase for reflection (111) and the three shears in plane (1 1 -1)
shears = np.array([[1, 1, 2], [-2, 1, -1], [1, -2, -1]]) / 6
phases = np.exp(2j * pi * shears @ np.array([1, 1, 1]))
assert np.allclose(phases, np.exp(-2j * pi / 3))

# Fault width: exponential decay formula against the explicit correlation sum
decay = 1 - fault_probability + fault_probability * phases[0]
steps = np.arange(1, 6001)
correlation = decay**steps
centre = -np.angle(decay)


def fault_intensity(offset):
    wave = np.exp(1j * (centre + offset) * steps)
    return 1 + 2 * np.sum(correlation * wave).real


fault_peak = fault_intensity(0.0)
fault_phase_fwhm = 2 * brentq(
    lambda x: fault_intensity(x) - fault_peak / 2, 0, 0.1)
assert abs(fault_phase_fwhm / (-2 * np.log(abs(decay))) - 1) < 1e-3
# Inclined planes are crossed every sqrt(3)*lattice along the (111) normal.
crossing = spacing / (np.dot([1, 1, 1], [1, 1, -1]) / 3)
assert abs(crossing - np.sqrt(3) * lattice) < 1e-12
fault_width = (-2 * np.log(abs(decay)) / crossing
               * wavelength / (2 * pi * np.cos(theta)) / degree)
fault_gauss, fault_lorentz = sizes_after_removal(fault_width)

# Angular splitting of the K-alpha doublet from Bragg's law
doublet = 2 * (np.arcsin((wavelength + doublet_separation) / (2 * spacing))
               - theta) / degree

print(f"Observed FWHM B: {B:.1f} deg")
print(f"Instrumental FWHM b: {b:.1f} deg")
print(f"Sample FWHM, Gaussian formula: {beta_gauss:.4f} deg")
print(f"Sample FWHM, Gaussian convolution: {num_gauss:.4f} deg")
print(f"Sample FWHM, Lorentzian formula: {beta_lorentz:.4f} deg")
print(f"Sample FWHM, Lorentzian convolution: {num_lorentz:.4f} deg")
print(f"Gaussian sample FWHM in radians: {beta_gauss*degree:.6f} rad")
print(f"Lorentzian sample FWHM in radians: {beta_lorentz*degree:.6f} rad")
print(f"Ni lattice parameter (rough input): {lattice:.3f} nm")
print(f"X-ray wavelength (rough input): {wavelength:.3f} nm")
print(f"Shape factor K (input): {K:.1f} (no unit)")
print(f"Ni (111) plane spacing: {spacing:.4f} nm")
print(f"Bragg angle theta: {theta/degree:.2f} deg")
print(f"Peak position 2theta: {2*theta/degree:.2f} deg")
print(f"cos(theta): {np.cos(theta):.4f} (no unit)")
print(f"tan(theta): {np.tan(theta):.4f} (no unit)")
print(f"Size, all Gaussian: {size_gauss:.1f} nm")
print(f"Size, all Lorentzian: {size_lorentz:.1f} nm")
print(f"Size ratio Lorentzian/Gaussian: {ratio:.4f} (no unit)")
print(f"Second pair, observed FWHM: {B2:.1f} deg")
print(f"Second pair, instrumental FWHM: {b2:.1f} deg")
print(f"Second pair, ratio by formula: {ratio2:.4f} (no unit)")
print(f"Second pair, ratio by convolution: {num_ratio2:.4f} (no unit)")
print(f"Mixed case, Lorentzian sample FWHM: {beta_mixed:.4f} deg")
print(f"Mixed case, size: {size_mixed:.1f} nm")
print(f"Half-maximum argument u: {half_argument:.4f} (no unit)")
print(f"Slab K from u: {K_slab:.4f} (no unit)")
print(f"Slab K from sum over 100 planes: {stack_K[0]:.4f} (no unit)")
print(f"Slab K from sum over 200 planes: {stack_K[1]:.4f} (no unit)")
print(f"Integral breadth/FWHM, Gaussian: {breadth_gauss:.4f} (no unit)")
print(f"Integral breadth/FWHM, Lorentzian: {breadth_lorentz:.4f} (no unit)")
print(f"Size ratio with integral breadths: {breadth_ratio:.3f} (no unit)")
print(f"Microstrain e (rough input): {strain:.3f} (no unit)")
print(f"Strain width: {strain_width:.3f} deg")
print(f"Size after strain removal, Gaussian: {strain_gauss:.1f} nm")
print(f"Size after strain removal, Lorentzian: {strain_lorentz:.1f} nm")
print(f"Ratio after strain removal: {strain_lorentz/strain_gauss:.2f} (no unit)")
print(f"Fault probability (rough input): {fault_probability:.3f} per plane")
print(f"Fault width, one inclined set: {fault_width:.3f} deg")
print(f"Size after fault removal, Gaussian: {fault_gauss:.1f} nm")
print(f"Size after fault removal, Lorentzian: {fault_lorentz:.1f} nm")
print(f"Ratio after fault removal: {fault_lorentz/fault_gauss:.2f} (no unit)")
print(f"Doublet separation (rough input): {doublet_separation:.4f} nm")
print(f"Doublet splitting in 2theta: {doublet:.3f} deg")
print("finished without a failed check")
```

Printed output:

```
Observed FWHM B: 0.5 deg
Instrumental FWHM b: 0.3 deg
Sample FWHM, Gaussian formula: 0.4000 deg
Sample FWHM, Gaussian convolution: 0.4000 deg
Sample FWHM, Lorentzian formula: 0.2000 deg
Sample FWHM, Lorentzian convolution: 0.2000 deg
Gaussian sample FWHM in radians: 0.006981 rad
Lorentzian sample FWHM in radians: 0.003491 rad
Ni lattice parameter (rough input): 0.352 nm
X-ray wavelength (rough input): 0.154 nm
Shape factor K (input): 0.9 (no unit)
Ni (111) plane spacing: 0.2032 nm
Bragg angle theta: 22.26 deg
Peak position 2theta: 44.53 deg
cos(theta): 0.9254 (no unit)
tan(theta): 0.4094 (no unit)
Size, all Gaussian: 21.5 nm
Size, all Lorentzian: 42.9 nm
Size ratio Lorentzian/Gaussian: 2.0000 (no unit)
Second pair, observed FWHM: 0.6 deg
Second pair, instrumental FWHM: 0.3 deg
Second pair, ratio by formula: 1.7321 (no unit)
Second pair, ratio by convolution: 1.7321 (no unit)
Mixed case, Lorentzian sample FWHM: 0.3119 deg
Mixed case, size: 27.5 nm
Half-maximum argument u: 1.3916 (no unit)
Slab K from u: 0.8859 (no unit)
Slab K from sum over 100 planes: 0.8859 (no unit)
Slab K from sum over 200 planes: 0.8859 (no unit)
Integral breadth/FWHM, Gaussian: 1.0645 (no unit)
Integral breadth/FWHM, Lorentzian: 1.5708 (no unit)
Size ratio with integral breadths: 1.355 (no unit)
Microstrain e (rough input): 0.001 (no unit)
Strain width: 0.094 deg
Size after strain removal, Gaussian: 22.1 nm
Size after strain removal, Lorentzian: 80.8 nm
Ratio after strain removal: 3.66 (no unit)
Fault probability (rough input): 0.005 per plane
Fault width, one inclined set: 0.037 deg
Size after fault removal, Gaussian: 21.5 nm
Size after fault removal, Lorentzian: 52.8 nm
Ratio after fault removal: 2.45 (no unit)
Doublet separation (rough input): 0.0004 nm
Doublet splitting in 2theta: 0.122 deg
finished without a failed check
```
